# Saturated gate-source capacitance of a long MOS transistor, derived two ways, part 2

We seek the intrinsic gate-source capacitance \(C_{gs}\) of a long n-channel MOS transistor: minus the quasi-static derivative of total gate charge with respect to source voltage \(V_S\), at fixed gate and drain voltages \(V_G\), \(V_D\). Potentials are measured from the neutral bulk. The channel has width \(W\), length \(L\), mobility \(\mu\) and oxide capacitance \(C_{ox}\) per area, \(C_{OX}=WLC_{ox}\) in total. Position \(\xi=x/L\) runs from source to drain. \(U_T=kT/e\) is the thermal voltage, \(V\) the channel voltage (electron quasi-Fermi level), \(I\) the current into the drain and \(D\) the electron diffusion coefficient.

With inversion charge \(Q_i\) per area, surface potential \(\psi\), flat-band voltage \(V_{FB}\) and depletion charge \(-\gamma C_{ox}\sqrt{\psi}\) per area,

\[
\frac{-Q_i}{C_{ox}}=V_G-V_{FB}-\psi-\gamma\sqrt{\psi}.
\]

The model uses the tangent at the pinch-off potential \(\psi_p\), with slope factor \(n\):

\[
q=\frac{-Q_i}{2nC_{ox}U_T},\qquad \psi=\psi_p-2U_Tq .
\]

Subscripts \(s\) and \(d\) mark source and drain values; saturation means \(q_d\to0\) at fixed \(q_s\). From \(q=A\,e^{(\psi-V)/U_T}\), with \(A\) constant, and \(I=\mu W(-Q_i)\,dV/dx\) follow

\[
dV=-U_T\left(2+\frac1q\right)dq ,
\]

\[
I=-2n\mu C_{ox}\frac WLU_T^2\,\frac{dw}{d\xi},\qquad w=q^2+q .
\]

The normalized current is \(i=\frac{I}{2n\mu C_{ox}(W/L)U_T^2}\), and

\[
\frac{C_{gs}}{C_{OX}}=-2U_T\frac{\partial}{\partial V_S}\int_0^1q\,d\xi .
\]

The first derivation differentiated the average charge

\[
\bar q=\frac{\tfrac23(q_s^3-q_d^3)+\tfrac12(q_s^2-q_d^2)}{(q_s-q_d)(q_s+q_d+1)}
\]

and found the general formula

\[
\frac{C_{gs}}{C_{OX}}=\frac{q_s(2q_s+4q_d+3)}{3(q_s+q_d+1)^2},
\]

which in saturation becomes

\[
\frac{C_{gs}}{C_{OX}}=\frac{q_s(2q_s+3)}{3(q_s+1)^2}.
\]

The second derivation, continued here, finds the change of charge at each point and adds the changes.

The worked example has a 10 nm oxide, uniform doping \(N_A=10^{17}\ \text{cm}^{-3}\), \(W=10\ \mu\text{m}\), \(L=5\ \mu\text{m}\), 300 K, \(V_G=0.70\) V, \(V_S=0\) and \(V_D=2.0\) V. Then \(U_T=25.852\) mV, \(C_{OX}=172.66\) fF, \(\gamma=0.5276\ \text{V}^{1/2}\), \(V_{FB}=-0.9767\) V, \(\psi_p\approx1.119\) V, \(n=1.2494\), \(q_s\approx3.69\) and \(C_{gs}\approx100\) fF. At the source \(\psi=0.9297\) V, from the depth-integrated Poisson equation

\[
(V_G-V_{FB}-\psi)^2=\gamma^2\left[\psi+U_Te^{(\psi-2\phi_F-V)/U_T}\right],
\]

where \(\phi_F=U_T\ln(N_A/n_i)=0.4167\) V for an assumed intrinsic density \(n_i=10^{10}\ \text{cm}^{-3}\).

### The response at each point

In the steady state \(I\) is independent of position. With constant mobility, \(dw/d\xi\) is then also constant, and \(w\) is a straight line between its end values:

\[
w(\xi)=w_d+(w_s-w_d)(1-\xi).
\]

Now let the source voltage change by \(\delta V_S\) while \(V_G\) and \(V_D\) stay fixed. The drain value \(w_d\) does not change, so

\[
\delta w(\xi)=(1-\xi)\,\delta w_s .
\]

The charge-voltage relation gives the disturbance at the source:

\[
\delta w_s=(2q_s+1)\,\delta q_s
=-(2q_s+1)\frac{q_s}{2q_s+1}\frac{\delta V_S}{U_T}
=-q_s\frac{\delta V_S}{U_T}.
\]

At any other point \(\delta q=\delta w/(2q+1)\), with \(q\) the local charge before the change. Thus

\[
\delta q(\xi)=-\frac{q_s(1-\xi)}{2q(\xi)+1}\,\frac{\delta V_S}{U_T}.
\]

Inserting this into the capacitance gives an integral over local contributions:

\[
\frac{C_{gs}}{C_{OX}}=\int_0^1c(\xi)\,d\xi,\qquad
c(\xi)=\frac{2q_s(1-\xi)}{2q(\xi)+1}.
\]

The function \(c(\xi)\) is the capacitance per unit of normalized length, divided by \(C_{OX}\). Its numerator describes how the disturbance in \(w\) fades toward the drain, where the voltage is held. Its denominator converts a change of \(w\) into a change of charge.

At the worked bias point, \(q_s=3.69\) and \(w_s=i=17.3\). At the source \(c=7.375/8.375=0.88\). In the middle of the channel \(w=8.64\), so \(2q+1=\sqrt{1+4w}=5.96\) and \(c=3.69/5.96=0.62\). At the drain \(c=0\).

### Evaluating the integral

Let \(i=w_s-w_d\). The straight line for \(w\) gives

\[
1-\xi=\frac{w-w_d}{i},\qquad d\xi=-\frac{2q+1}{i}\,dq .
\]

The factor \(2q+1\) from \(d\xi\) cancels the denominator of \(c(\xi)\), and the minus sign reverses the limits:

\[
\frac{C_{gs}}{C_{OX}}=\frac{2q_s}{i^2}\int_{q_d}^{q_s}(q^2+q-q_d^2-q_d)\,dq .
\]

In saturation \(q_d=0\) and \(i=q_s(q_s+1)\). The integral is \(q_s^3/3+q_s^2/2=q_s^2(2q_s+3)/6\), so

\[
\frac{C_{gs}}{C_{OX}}=\frac{2q_s}{q_s^2(q_s+1)^2}\cdot\frac{q_s^2(2q_s+3)}6
=\frac{q_s(2q_s+3)}{3(q_s+1)^2}.
\]

This is the result of the first derivation.

For \(q_d\ne0\) the integral is

\[
\frac{q_s^3-q_d^3}3+\frac{q_s^2-q_d^2}2-(q_d^2+q_d)(q_s-q_d).
\]

After one factor \(q_s-q_d\) is taken out, the remaining bracket is

\[
\frac{q_s^2+q_sq_d-2q_d^2}3+\frac{q_s-q_d}2
=(q_s-q_d)\frac{2q_s+4q_d+3}6 ,
\]

because \(q_s^2+q_sq_d-2q_d^2=(q_s-q_d)(q_s+2q_d)\). The two factors \(q_s-q_d\) cancel those in \(i^2=(q_s-q_d)^2(q_s+q_d+1)^2\), and the general formula of the first derivation returns.

### The limits seen locally

In weak inversion \(q\ll1\) throughout the channel, so \(2q+1\approx1\) and \(c(\xi)\approx2q_s(1-\xi)\). Its integral is \(q_s\). The charge profile is a straight line carried by diffusion, and the source voltage changes its height.

In strong inversion \(w\approx q^2\) over most of a saturated channel, and \(q\approx q_s\sqrt{1-\xi}\). Then \(c(\xi)\approx\sqrt{1-\xi}\), whose integral is \(2/3\). The approximation fails close to the drain, where \(q\) is no longer large. That region shrinks as \(q_s\) grows: \(q<1\) requires \(w<2\), which is a fraction \(2/i\) of the channel when \(i>2\).

### What each derivation assumes

Both derivations use the gradual-channel approximation, a charge sheet, a linear relation between inversion charge and surface potential, a fixed channel length and a quasi-static change. They differ in how they treat statistics and transport, and in what they must know about the whole channel.

The first postulates drift and diffusion with \(D=\mu U_T\), and it obtains the charge-voltage relation by comparison with the quasi-Fermi form of the current. The second postulates the Boltzmann exponential with a constant prefactor, together with the quasi-Fermi form. The two sets are equivalent. The exponential gives \(dV=d\psi-U_T\,dq/q\), and multiplying by \(\mu W(-Q_i)/dx\) reproduces the drift and diffusion terms, including \(D=\mu U_T\). Reading the same lines backward recovers the exponential.

The constant prefactor is an approximation that can be sized. Let \(Q=-Q_i/C_{ox}\). The depth-integrated Poisson equation of the worked example can be factored as a difference of squares:

\[
\gamma^2U_Te^{(\psi-2\phi_F-V)/U_T}=Q\left(V_G-V_{FB}-\psi+\gamma\sqrt\psi\right).
\]

The prefactor of the exponential in \(Q\) is therefore inversely proportional to the last bracket. At the worked bias the bracket is 1.256 V at the source and 1.116 V at pinch-off, so it varies by about 13 % relative to the pinch-off value. The slope factor is not constant either. The chord from the source to pinch-off has slope 1.261, while the tangent used by the model has 1.249.

A charge-sheet calculation that keeps both variations, at the same terminal voltages, gives \(C_{gs}/C_{OX}=0.5725\). The formula, with \(q_s\) taken from the actual source charge, gives 0.5804, which is 1.4 % higher relative to the charge-sheet value. At \(V_G=0.45\) V the formula is about 1.0 % high, and at 1.00 V about 1.1 % high. The charge-sheet calculation is itself a model: it keeps a layer without thickness, constant mobility and a fixed length.

The demands on the whole channel also differ. The first derivation needs a closed expression for the average charge at finite current. At \(q_s=q_d\) the current vanishes and its quotient has the form \(0/0\), which must be resolved by cancelling the common factor. The local integral has no such difficulty. With \(q=q_s\) everywhere it gives directly

\[
\int_0^1\frac{2q_s(1-\xi)}{2q_s+1}\,d\xi=\frac{q_s}{2q_s+1}.
\]

The second derivation extends easily to a mobility that depends on position but not on bias. Then \(\mu(x)\,dw/dx\) is constant, and the factor \(1-\xi\) is replaced by

\[
r(x)=\frac{\int_x^L dx'/\mu(x')}{\int_0^L dx'/\mu(x')} .
\]

The first derivation is convenient when the mobility depends on the lateral field. Let the drift velocity be \(\mu E/(1+\mu E/v_{sat})\) with \(E=d\psi/dx\), and apply the same reduced mobility to diffusion. With \(\lambda=2U_T\mu/(Lv_{sat})\), the field term is \(\mu E/v_{sat}=-\lambda\,dq/d\xi\), and the current equation becomes

\[
i\left(1-\lambda\frac{dq}{d\xi}\right)=-(2q+1)\frac{dq}{d\xi},\qquad
i\,d\xi=-(2q+1-i\lambda)\,dq .
\]

If \(i\lambda<1\), the equation still allows the drain charge to go to zero. This is an idealization, because a finite current at vanishing charge needs an unlimited electron velocity. Integration then gives \(i(1+\lambda q_s)=q_s^2+q_s\) and

\[
\bar q=\frac{q_s(4q_s+3)(1+\lambda q_s)}{6(q_s+1)}-\frac{\lambda q_s^2}2
=\frac{q_s(4q_s+3)}{6(q_s+1)}+\frac{\lambda q_s^3}{6(q_s+1)} .
\]

The derivative of the added term is \(\lambda q_s^2(2q_s+3)/[6(q_s+1)^2]\). Without velocity saturation, \(\partial\bar q/\partial q_s=(2q_s+1)(2q_s+3)/[6(q_s+1)^2]\). The source relation is unchanged, so at fixed \(q_s\) the relative change of \(C_{gs}\) is the ratio of the two derivatives, \(\lambda q_s^2/(2q_s+1)\). With the rough values \(\mu=400\ \text{cm}^2/\text{Vs}\) and \(v_{sat}=10^7\) cm/s, the example has \(\lambda=0.0041\) and an increase of 0.67 %. Limiting the electron velocity at the drain to \(v_{sat}\) would leave a small charge there and make the increase somewhat larger. The change grows as \(1/L\), so the long-channel formula cannot be carried over unchanged to short devices.

### The example beside a real transistor

A 10 nm oxide and a doping of \(10^{17}\ \text{cm}^{-3}\) are roughly those of a half-micrometre CMOS technology, and a length of 5 µm is a choice for analog use. The uniform doping is less typical. Without inversion charge, the surface potential \(2\phi_F\) is reached at \(V_G=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F}\approx0.34\) V, whereas real n-channel devices of that kind have thresholds of roughly 0.7 V, set by an implant. The assumption with the largest estimated effect here is the sheet without thickness. A variational estimate with one subband puts the electrons on average 2.1 nm below the interface, which, if taken as a fixed distance along the whole channel, lowers the effective oxide capacitance by about 7 %. At fixed \(q_s\) this would bring \(C_{gs}\) from 100 fF to about 94 fF. Two corrections to this estimate act in opposite directions. At 300 K higher subbands are occupied too, and their electrons lie farther from the interface. On the other hand, the layer is spread out in depth, so an electron feels only part of the field of the other electrons. This makes the reduction of \(C_{gs}\) smaller than for a sheet at the same fixed distance. The two corrections nearly cancel here. A self-consistent Schrödinger-Poisson solution with all six valleys puts about 44 % of the electrons in the lowest subband and their mean depth at about 3.0 nm, and it gives about 95 fF at the same source charge. At unchanged terminal voltages quantization also lowers the source charge, to \(q_s\approx3.2\), and \(C_{gs}\) is then about 93 fF. A one-dimensional estimate of the pinched-off section at the drain gives about 150 nm, or 3 % of \(L\), and shortening the channel by that amount would lower \(C_{gs}\) by the same fraction at fixed \(q_s\). An assumed overlap of 0.1 µm adds 3.5 fF outside the intrinsic capacitance. These are separate rough estimates and do not form a combined correction.

Some further effects were estimated at this bias. For an assumed polysilicon gate doping of \(10^{20}\ \text{cm}^{-3}\), the depletion approximation gives a loss of oxide capacitance of about 0.5 %. It does not apply here, because its band bending of about 2 mV is far below \(U_T\) and the gate electrons are only partly displaced. With Fermi-Dirac statistics in Poisson's equation, the gate acts like an extra silicon layer about 0.6 nm thick, and the loss is about 2 %. In a rough universal-mobility law, the change of vertical field makes the mobility at the drain end about 2 % higher than at the source; its effect on \(C_{gs}\) was not calculated. If all electrons were in the lowest subband, degeneracy would raise \(D/\mu\) at the source by about 6 % relative to \(U_T\). The occupation of higher subbands makes the increase smaller. Since diffusion supplies the fraction \(1/(2q_s+1)=0.12\) of the source current, the transport coefficient there changes by less than 1 %. The oxide field is 0.75 MV/cm at the source and about 1.3 MV/cm over the drain overlap, both well below a rough breakdown field of 10 MV/cm. The estimated tunnelling probability per attempt at the source is about \(10^{-46}\) for an assumed tunnelling mass of 0.4 free-electron masses. The exponent is sensitive to this mass, but the probability remains negligible.

The quasi-static assumption limits the frequency. The transit time is the total inversion charge divided by the current, and the definitions of \(\bar q\) and \(i\) give

\[
\tau=\frac{L^2}{\mu U_T}\frac{\bar q}{i}.
\]

With \(\bar q=2.33\) and \(i=17.3\), \(\tau\) is about 3.3 ns and \(1/(2\pi\tau)\) is about 49 MHz. The capacitance derived here applies to signals much slower than this. As the frequency approaches this value, the charge profile begins to lag behind the source voltage. The lag grows with frequency, and well above this value the straight-line response \(\delta w\propto1-\xi\) fails. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
worst relative error, linearized tests: 1.5e-07
q at i = 1: 0.6180, ratio: 0.33333
temperature: 300 K, U_T: 25.852 mV
oxide: 10 nm, doping: 1e+17 cm^-3
assumed n_i: 1e+10 cm^-3
W: 10 um, L: 5 um
V_G: 0.70 V, V_S: 0 V, V_D: 2.0 V
C_ox: 3.453 fF/um^2, C_OX: 172.66 fF
gamma: 0.5276 V^0.5, phi_F: 0.4167 V
flat-band voltage: -0.9767 V
pinch-off surface potential: 1.1186 V
source surface potential: 0.9297 V
slope factor n: 1.2494, chord slope: 1.2610
source charge / C_ox: 0.2382 V
source charge: 0.0823 uC/cm^2
q: 3.6875, i: 17.285, mean q: 2.3272
C_gs/C_OX, formula: 0.5804
C_gs, formula: 100.21 fF
C_gs/C_OX, charge sheet: 0.5725
C_gs, charge sheet: 98.84 fF
V_DS for 1 % drain correction: 0.253 V, q_d: 0.2149
V_G (V), q, i, formula ratio, charge-sheet ratio
0.15  0.0004  0.0004  0.0004  0.0004
0.25  0.0081  0.0082  0.0081  0.0081
0.35  0.1232  0.1384  0.1057  0.1054
0.45  0.7223  1.2440  0.3607  0.3570
0.70  3.6875  17.2849  0.5804  0.5725
1.00  7.9932  71.8848  0.6255  0.6187
neglected effects, rough sizes at the worked bias:
formula minus charge sheet: 1.38 %
mobility: 400 cm2/Vs, v_sat: 1e+07 cm/s
C_gs change, velocity saturation: 0.67 %
mobility, drain over source: 2.37 %
pinch-off length, 1D: 149 nm
pinch-off length / L: 2.97 %
inversion-layer centroid: 2.12 nm
oxide capacitance loss, centroid: 6.6 %
oxide capacitance loss, gate depletion: 0.53 %
diffusion excess, degeneracy: 6.4 %
overlap (0.1 um) capacitance: 3.45 fF
overlap / C_gs: 3.4 %
oxide field at source: 0.747 MV/cm
log10 of tunnelling probability: -46
transit time: 3.26 ns
1/(2 pi transit time): 48.9 MHz
```
